# Quasiparticle corrections to Schottky barriers at retained interface alignment

## The decision in the calculation

An interface supercell has given Schottky barriers from density functional theory, and separate bulk calculations have given quasiparticle corrections. One must now decide which correction goes into which barrier. Adding the whole gap correction to the electron barrier repairs the gap but can leave both barriers wrong. The split requires the separate shifts of the two semiconductor edges and the shift of the metal Fermi level.

Electron energies increase upward. For a flat-band, undoped contact, the hole and electron barriers are

$$
P=E_F-E_v,\qquad N=E_c-E_F, \tag{1}
$$

where $E_F$ is the common Fermi level and $E_v,E_c$ are the valence and conduction edges deep in the semiconductor. If the interface potential alignment is kept from density functional theory, the result to implement is

$$
\boxed{P_{\rm QP}=P_{\rm KS}+d_F-d_v,\qquad
N_{\rm QP}=N_{\rm KS}+d_c-d_F.} \tag{2}
$$

Here KS denotes Kohn-Sham and QP quasiparticle. The quantities $d_F,d_v,d_c$ are signed shifts, quasiparticle minus Kohn-Sham, of the metal Fermi level and the two semiconductor edges. A valence edge that moves down has $d_v<0$, which increases the hole barrier if the metal Fermi level does not shift.

## Separating the interface from the bulk

Let $V_M$ and $V_S$ be the macroscopic averages of the electrostatic potential energy of an electron, deep in the metal and deep in the semiconductor. Macroscopic averaging removes the oscillations on the scale of the lattice. Define

$$
D=V_M-V_S. \tag{3}
$$

Two separate bulk calculations supply the metal Fermi level $F$ and the semiconductor edges $v,c$, each measured from the average electrostatic potential of its own crystal. They must use the same structure and strain, pseudopotentials and averaging convention as the deep regions of the supercell.

The functional is taken to be local or semilocal. Deep in each material, where the density is the bulk density, its exchange-correlation potential is then also the bulk one. The levels of the contact are therefore

$$
E_F=V_M+F,\qquad E_v=V_S+v,\qquad E_c=V_S+c. \tag{4}
$$

Substitution in (1) gives

$$
\begin{aligned}
P_{\rm KS}&=(V_M+F)-(V_S+v)=D+F-v,\\
N_{\rm KS}&=(V_S+c)-(V_M+F)=c-F-D.
\end{aligned} \tag{5}
$$

The alignment enters the two barriers with opposite signs. Their sum is $c-v$, the Kohn-Sham gap, whatever $D$ and $F$ may be.

The reference need not be the electrostatic average itself. If another convention raises the semiconductor reference by $a$, then $V_S\to V_S+a$, while $v\to v-a$ and $c\to c-a$. The sums $V_S+v$ and $V_S+c$ do not change. The freedom is lost if the supercell and the bulk calculation use different conventions.

## Defining the quasiparticle shifts

Let $h$ contain the kinetic energy, the ionic potential and the Hartree potential. A Kohn-Sham state $\phi$ and a quasiparticle state $\psi$ satisfy

$$
(h+v_{xc})\phi=\varepsilon\phi,\qquad
[h+\Sigma(E)]\psi=E\psi. \tag{6}
$$

The same $h$ appears in both equations: this is what a shift at fixed electrostatic potential means. Take the overlap of the second equation with $\phi$. Since $h$ and $v_{xc}$ are Hermitian, the first equation gives $\langle\phi|h=\varepsilon\langle\phi|-\langle\phi|v_{xc}$. Hence

$$
(E-\varepsilon)\langle\phi|\psi\rangle
=\langle\phi|\Sigma(E)-v_{xc}|\psi\rangle. \tag{7}
$$

If the quasiparticle state is close to the Kohn-Sham state, $\psi$ may be replaced by $\phi$, and the shift $d=E-\varepsilon$ becomes

$$
d=\langle\phi|\Sigma(\varepsilon+d)-v_{xc}|\phi\rangle. \tag{8}
$$

For a real energy shift the real part is used. Expanding the self-energy to first order in $d$, with $\Sigma'=\langle\phi|\partial\Sigma/\partial E|\phi\rangle$ at $E=\varepsilon$, gives

$$
d=\langle\phi|\Sigma(\varepsilon)-v_{xc}|\phi\rangle+\Sigma'd,
\qquad
d=\frac{\langle\phi|\Sigma(\varepsilon)-v_{xc}|\phi\rangle}{1-\Sigma'}. \tag{9}
$$

The quantity that enters (2) is this complete shift $d$, including the denominator, and not the bare matrix element.

For the semiconductor, $d_v$ is the difference between the quasiparticle and Kohn-Sham valence maxima, and $d_c$ is the corresponding difference of conduction minima. If an extremum moves to another wave vector, the shift at the old wave vector is not the required edge shift.

For the metal, the Fermi level follows from the electron count. Let a state of energy $\varepsilon_k$ shift by $d_k$, and let the quasiparticle bands hold the same number of electrons as the Kohn-Sham bands:

$$
\sum_k\theta(F+d_F-\varepsilon_k-d_k)=\sum_k\theta(F-\varepsilon_k). \tag{10}
$$

To first order in the shifts, the derivative of the step function gives

$$
\sum_k\delta(F-\varepsilon_k)(d_F-d_k)=0,
\qquad
d_F=\frac{\sum_k\delta(F-\varepsilon_k)d_k}{\sum_k\delta(F-\varepsilon_k)}. \tag{11}
$$

Thus $d_F$ is the average shift over the Fermi surface, weighted by the density of states. One arbitrarily chosen state near the Fermi level suffices only if the shift is uniform over that surface.

## Inserting the shifts

Retaining the alignment means that $V_M$ and $V_S$ stay fixed while the bulk levels move. The self-energy is also assumed to become bulk-like deep in each material. Equation (4) then becomes

$$
E_F=V_M+F+d_F,\quad E_v=V_S+v+d_v,\quad E_c=V_S+c+d_c. \tag{12}
$$

The barriers follow by subtraction:

$$
\begin{aligned}
P_{\rm QP}&=D+F+d_F-v-d_v=P_{\rm KS}+d_F-d_v,\\
N_{\rm QP}&=c+d_c-F-d_F-D=N_{\rm KS}+d_c-d_F.
\end{aligned} \tag{13}
$$

This is (2). Adding the two lines cancels $d_F$ and leaves

$$
P_{\rm QP}+N_{\rm QP}=(c-v)+(d_c-d_v), \tag{14}
$$

which is the quasiparticle gap.

Three special cases show how the gap correction is divided.

- If $d_F=0$, the hole barrier changes by $-d_v$ and the electron barrier by $d_c$.
- If $d_F=d_v$, the hole barrier does not change and the electron barrier takes the whole gap correction. This is the condition under which moving the conduction edge alone gives the right barriers at fixed $D$.
- If $d_F=(d_v+d_c)/2$, each barrier changes by half the gap correction.

A correct gap does not verify the split. Suppose incomplete convergence adds the same error $a$ to $d_v$ and $d_c$, but not to $d_F$. The gap is unaffected, whereas $P_{\rm QP}$ changes by $-a$ and $N_{\rm QP}$ by $+a$. The absolute shifts must therefore be converged, not just their difference. An error common to all three shifts does cancel from both barriers.

## When the alignment is released

The retained $D$ belongs to the Kohn-Sham charge density. To see what a different density does, let $x$ point from metal to semiconductor and let $\rho(x)$ be the macroscopically averaged charge density. For an electron of charge $-e$, Poisson's equation for the potential energy is

$$
\frac{d^2V}{dx^2}=\frac{e}{\epsilon_0}\rho(x). \tag{15}
$$

Multiply by $x$ and integrate between points $x_M$ and $x_S$ in the two flat regions. Integration by parts gives

$$
\frac{e}{\epsilon_0}\int_{x_M}^{x_S}x\rho\,dx
=\left[x\frac{dV}{dx}\right]_{x_M}^{x_S}-(V_S-V_M)=D, \tag{16}
$$

because $dV/dx=0$ at both ends. The alignment is fixed by the interface dipole. Write the change of charge density as $\delta\rho=-e\,\delta n$, where $\delta n$ is the change of electron number density. Then

$$
dD=-\frac{e^2}{\epsilon_0}\int x\,\delta n\,dx. \tag{17}
$$

A displacement of electrons toward the semiconductor makes $dD$ negative: it raises the electron energy there relative to the metal. Replacing $D$ by $D+dD$ in (13) yields

$$
P=P_{\rm QP}+dD,\qquad N=N_{\rm QP}-dD. \tag{18}
$$

The gap again cannot reveal the change. If the density is unchanged, $dD=0$. Otherwise, retaining the alignment is an approximation whose error in each barrier has magnitude $|dD|$, relative to the relaxed result with the same bulk shifts. If the bulk densities change as well, the bulk levels and their reference potentials must be recomputed together.

A more serious failure can occur before any correction is applied. Consider the alignment that the interface would have without charge spilled into the semiconductor bands. Suppose the Kohn-Sham gap is so small that (5), evaluated with this alignment, gives $N_{\rm KS}<0$, although (2) gives $N_{\rm QP}>0$. This happens when

$$
-(d_c-d_F)<N_{\rm KS}<0. \tag{19}
$$

The Kohn-Sham Fermi level would then lie inside the conduction band, and electrons spill into the semiconductor. By (17) and (18), their charge lowers $D$ and raises the electron barrier, so the self-consistent calculation can show a positive $N_{\rm KS}$ again. A positive value therefore does not exclude spilling. The bands need not stay flat, and the computed $D$ contains the effect of charge that the quasiparticle spectrum would not allow. The positive result of (2) does not repair that density. The corresponding case for holes is $P_{\rm KS}<0$ with $P_{\rm QP}>0$, again at the alignment without spilled charge.

Equation (2) describes edges far enough from the metal for the self-energy to be that of the bulk semiconductor. It does not include image-force lowering, doping or band bending.

## A model in which every shift is known

The test system is a model junction with round parameters and represents no particular material. A uniform metal chain is joined to a semiconductor chain with alternating strong and weak bonds. Charges on the sites act as charged sheets. A self-consistent electrostatic mean field plays the part of density functional theory.

**Semiconductor.** With strong and weak hoppings $t_1>t_2$ and site energy zero, the two sites $A,B$ of a cell are coupled by $-(t_1+t_2e^{-ik})$. The bands are $\pm|z|$, with $z=t_1+t_2e^{ik}$ and

$$
|z|^2=t_1^2+t_2^2+2t_1t_2\cos k
=(t_1-t_2)^2+4t_1t_2\cos^2(k/2). \tag{20}
$$

The minimum of $|z|$ is at $k=\pi$, so $v=-(t_1-t_2)$ and $c=t_1-t_2$. For $t_1=2.2$ eV and $t_2=1.4$ eV, the edges are at $-0.8$ and $0.8$ eV.

In the filled lower band the amplitudes have equal magnitude and satisfy $c_B/c_A=z/|z|$. Each cell state has $|c_A|^2=1/2$, and two spins are occupied. The spin-summed bond orders are therefore

$$
p_1=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{{\rm Re}\,z}{|z|},\qquad
p_2=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{{\rm Re}(ze^{-ik})}{|z|}. \tag{21}
$$

The factor $e^{-ik}$ appears because the weak bond joins neighbouring cells. The integrals give $p_1=0.8894$ and $p_2=0.3374$.

The model self-energy has a static screened-exchange part between neighbours. Exchange acts between equal spins, which supply half of the spin-summed density matrix, so a bond element changes by $-Wp/2$. The remaining local part of $\Sigma-v_{xc}$ is a chosen site energy $s$. Since the original bond element is $-t$, the hopping becomes $t+Wp/2$. At $k=\pi$ the new edges are

$$
s_S\mp\left[(t_1-t_2)+\tfrac12W_S(p_1-p_2)\right]. \tag{22}
$$

Subtracting the old edges gives

$$
d_v=s_S-\tfrac12W_S(p_1-p_2),\qquad
d_c=s_S+\tfrac12W_S(p_1-p_2). \tag{23}
$$

With $W_S=1.5$ eV and $s_S=-0.1$ eV, the exchange term is $0.75(0.8894-0.3374)=0.4140$ eV. Thus $d_v=-0.5140$ eV and $d_c=0.3140$ eV. The local term makes the two shifts unequal in magnitude.

**Metal.** The band is $1.1-2t_M\cos k$ in eV, with $t_M=1.5$ eV. Filling two spin states between $-k_F$ and $k_F$ gives $2k_F/\pi=0.8$ electrons per site, so $k_F=0.4\pi$ and $\cos k_F=0.3090$. The Fermi level is $F=0.1732$ eV, calculated with the smeared occupations used for the junction. Let $p_M$ be the spin-summed bond order between neighbouring metal sites. Without smearing it is $2\int_{-k_F}^{k_F}\cos k\,dk/(2\pi)=(2/\pi)\sin k_F$; the smeared occupations change it only slightly. Exchange changes $t_M$ by $W_Mp_M/2$, and both Fermi points shift equally:

$$
d_F=s_M-W_Mp_M\cos k_F. \tag{24}
$$

For $s_M=0.05$ eV, $W_M=0.5$ eV and $p_M=0.6053$, this is $0.05-0.5(0.6053)(0.3090)=-0.0435$ eV.

## Reading the barriers

For an interface hopping of 1.2 eV, self-consistency gives $D=-0.0109$ eV. Four decimals are kept in the arithmetic to make the small terms visible. Equation (5) gives

$$
\begin{aligned}
P_{\rm KS}&=-0.0109+0.1732+0.8000=0.9623\ {\rm eV},\\
N_{\rm KS}&=0.8000-0.1732+0.0109=0.6377\ {\rm eV}.
\end{aligned}
$$

The corrected barriers are

$$
\begin{aligned}
P_{\rm QP}&=0.9623-0.0435+0.5140\approx1.433\ {\rm eV},\\
N_{\rm QP}&=0.6377+0.3140+0.0435\approx0.995\ {\rm eV}.
\end{aligned}
$$

Their sum is the quasiparticle gap, 2.428 eV. In joules, the two barriers are obtained by multiplying by the elementary charge in coulombs; electronvolts are retained here.

These values were tested without using the bulk band formulas to read the barriers. The nonlocal self-energy was added to the whole junction at fixed potential and the resulting matrix was diagonalized. Band edges were read from states with weight deep in the semiconductor, and the Fermi level from neutrality deep in the metal. The readings were 1.4331 and 0.9955 eV, within the test tolerance of 0.004 eV.

The small excess of the readings has the size expected from confinement. Near the edge put $k=\pi+q$. Equation (20) then gives $|z|\approx(t_1-t_2)+t_1t_2q^2/[2(t_1-t_2)]$. The lengthened semiconductor has 500 sites, or 250 cells, so the lowest standing wave has roughly $q=\pi/250$. The readings belong to the corrected hoppings $t+Wp/2$, which are 2.867 and 1.653 eV. With these in place of $t_1$ and $t_2$, the extra energy is about 0.0003 eV at each edge, which increases both barriers.

Moving only the conduction edge would give $P=0.962$ eV and $N=1.466$ eV. Relative to the fixed-alignment result, the hole barrier is then too low by $d_F-d_v=0.4705$ eV and the electron barrier too high by the same amount. Omitting only $d_F$ makes $P$ too high and $N$ too low by 0.0435 eV, relative to the same result.

A second contact has an interface hopping of 0.8 eV. Its alignment is $D=0.0534$ eV, and its Kohn-Sham barriers are 1.027 and 0.573 eV. The bulk shifts are the same, so the corrected barriers are 1.497 and 0.931 eV. At retained alignment, the difference of about 0.064 eV between the hole barriers of the two contacts survives the correction unchanged.

Next, the interface charge was allowed to respond to the self-energy, which was itself held fixed. The alignment changed by 0.0313 eV in the first contact and 0.0370 eV in the second. By (17), the positive sign means that the first moment of the electron distribution moved toward the metal. The relaxed barriers of the first contact are

$$
P=1.4328+0.0313=1.4641\ {\rm eV},\qquad
N=0.9951-0.0313=0.9638\ {\rm eV}.
$$

Direct readings agree with (18) for both contacts within the same tolerance.

This comparison also shows a partial compensation. In the first contact, omitting $d_F$ at fixed $D$ gives $P=1.476$ eV, closer to the relaxed 1.464 eV than the consistent fixed-alignment value of 1.433 eV. The second contact behaves in the same way. The omitted negative $d_F$ and the omitted positive $dD$ partly cancel in $P$. The opposite signs have a physical origin. Lowering the metal levels at fixed potential draws electrons from the semiconductor side of the interface toward the metal, which by (17) makes a positive contribution to $dD$; raising them does the reverse. The interface thus screens part of $d_F$, as in Fermi-level pinning. Equation (2) assumes that none of $d_F$ is screened, while omitting $d_F$ assumes that all of it is. The screened fraction depends on the contact, and $dD$ also responds to the semiconductor shifts and to the self-energy on the interface bond, so two model contacts do not justify the omission as a correction scheme. They do show that, when $d_F$ and $dD$ are comparable, including one does not guarantee a smaller total error.

## Implementation

1. Obtain $D$ from flat regions of the interface supercell. Check that both regions have bulk density and that the Kohn-Sham Fermi level lies inside the semiconductor gap. These checks are necessary but do not exclude spilled charge near the interface; if a Kohn-Sham barrier is small, inspect the occupied states there as well.
2. Compute $F,v,c$ in matching bulk cells, with the reference convention used for $D$.
3. Compute the complete shifts $d_F,d_v,d_c$ at fixed electrostatic potential. Converge each shift separately; use (11) if the metal shift varies over the Fermi surface.
4. Apply (2). Use (14) to check the arithmetic, remembering that it cannot detect an error in $D$ or $d_F$.
5. If a corrected interface density is available, recompute the alignment and apply (18). If not, state that $D$ was retained, and do not assign the omitted $dD$ a value taken from this model.

The numerical output below gives the inputs, both contacts and the directly read barriers.

## Calculated quantities

```
MODEL INPUT
metal sites, semiconductor sites: 120, 80
semiconductor sites inserted for reading edges: 420
site energies metal, semiconductor: 1.1, 0.0 eV
hopping metal, strong, weak: 1.5, 2.2, 1.4 eV
metal filling: 0.8 electrons per site
sheet coupling, smearing width: 6.0, 0.1 eV
screened exchange W metal, semiconductor: 0.5, 1.5 eV
local term s metal, semiconductor: 0.05, -0.1 eV
BULK RESULTS
KS levels F, v, c: 0.1732, -0.8000, 0.8000 eV
bond orders metal, strong, weak: 0.6053, 0.8894, 0.3374
cos k_F: 0.3090
QP shifts d_F, d_v, d_c: -0.0435, -0.5140, 0.3140 eV
gap KS, QP: 1.6000, 2.4279 eV
CONTACT WITH INTERFACE HOPPING 1.2 eV
retained alignment D: -0.0109 eV
KS barriers P, N by alignment: 0.9623, 0.6377 eV
KS barriers P, N read directly: 0.9626, 0.6380 eV
QP barriers P, N by formula: 1.4328, 0.9951 eV
QP barriers P, N read directly: 1.4331, 0.9955 eV
P, N with metal shift omitted: 1.4763, 0.9516 eV
P, N with only conduction edge moved: 0.9623, 1.4656 eV
alignment change dD on relaxation: 0.0313 eV
relaxed P, N by formula: 1.4641, 0.9638 eV
relaxed P, N read directly: 1.4644, 0.9642 eV
CONTACT WITH INTERFACE HOPPING 0.8 eV
retained alignment D: 0.0534 eV
KS barriers P, N by alignment: 1.0267, 0.5733 eV
KS barriers P, N read directly: 1.0270, 0.5736 eV
QP barriers P, N by formula: 1.4971, 0.9308 eV
QP barriers P, N read directly: 1.4974, 0.9311 eV
P, N with metal shift omitted: 1.5406, 0.8873 eV
P, N with only conduction edge moved: 1.0267, 1.4013 eV
alignment change dD on relaxation: 0.0370 eV
relaxed P, N by formula: 1.5342, 0.8938 eV
relaxed P, N read directly: 1.5344, 0.8941 eV
tolerance for directly read barriers: 0.004 eV
```
